# Perturbed path-integral estimators from squared forces, and their statistical noise

## The decision at stake

A path-integral simulation with $P$ beads has been run, and its energy is not converged in $P$. One can repeat it with more beads, at proportionally more force evaluations. One can sample a fourth-order action, but this action contains squared forces, so its gradient needs second derivatives of the potential. One can keep the trajectory and reweight it to the fourth-order action, using only the stored forces. Or one can keep the trajectory and add the first cumulant of the reweighting exponent: the perturbed path-integral (PPI) estimator of Poltavsky and Tkatchenko. The last two options use the same data and have the same formal order in $1/P$. They differ in the size of the remaining systematic error and, above all, in how their statistical error behaves as the system grows.

## Setting

Atomic units are used, with $\hbar=1$. The nuclei are distinguishable and $H=K+V$, where $K=-\sum_i \partial_i^2/(2m_i)$ and $V$ is smooth and confining. The index $i$ runs over Cartesian degrees of freedom, $F_i=-\partial_iV$, and $\beta=1/(k_BT)$. With $\tau=\beta/P$, the ordinary ring polymer has

$$Z_P=\mathrm{Tr}\left(e^{-\tau V/2}e^{-\tau K}e^{-\tau V/2}\right)^P .$$

Averages over its bead distribution are written $\langle\cdot\rangle_P$, and averages in the exact thermal state $\langle\cdot\rangle$. Define

$$\Phi(x)=\sum_i\frac{F_i(x)^2}{m_i},\qquad W=\frac{\beta\tau^2}{24}\,\frac1P\sum_{k=1}^P\Phi(x_k).$$

The statement to be derived, at fixed $\beta$, is

$$\ln Z=\ln Z_P-\langle W\rangle_P+O(P^{-4}).\tag{1}$$

## First derivation: commutators, then a cumulant

Let $L(s)=\ln(e^{sA/2}e^{sB}e^{sA/2})$. Replacing $s$ by $-s$ inverts the product, so $L$ is odd: $L=s(A+B)+s^3E_3+O(s^5)$. The $s^3$ term of $e^{L}$ is therefore $E_3+(A+B)^3/6$, while that of the product is

$$\frac{A^3}{6}+\frac{A^2B+2ABA+BA^2}{8}+\frac{AB^2+B^2A}{4}+\frac{B^3}{6}.$$

Subtracting $(A+B)^3/6$ leaves

$$E_3=-\frac{A^2B-2ABA+BA^2}{24}+\frac{B^2A-2BAB+AB^2}{12}
=-\frac{[A,[A,B]]}{24}+\frac{[B,[B,A]]}{12}.$$

Set $A=-\tau V$, $B=-\tau K$ and $s=1$. The operator under the trace is $e^{-\beta H+PE_3+\dots}$, where $PE_3$ is of order $\tau^2$ and the omitted terms are of order $\tau^4$. First-order perturbation theory gives $\ln Z_P=\ln Z+P\langle E_3\rangle+O(\tau^4)$.

Since $e^{-\beta H}$ commutes with $H$, $\langle[A+B,X]\rangle=0$ for any $X$. Taking $X=[B,A]$,

$$\langle[B,[B,A]]\rangle=-\langle[A,[B,A]]\rangle=\langle[A,[A,B]]\rangle ,$$

so $\langle E_3\rangle=(-\tfrac1{24}+\tfrac1{12})\langle[A,[A,B]]\rangle=\tfrac1{24}\langle[A,[A,B]]\rangle$. Three minus signs and one reversal of a commutator give $[A,[A,B]]=-\tau^3[V,[V,K]]=\tau^3[V,[K,V]]$. Acting on a function $f$,

$$[K,V]f=-\sum_i\frac{(\partial_i^2V)f+2(\partial_iV)\partial_if}{2m_i}.$$

In $V[K,V]f-[K,V](Vf)$ everything cancels except the term where $\partial_i$ acts on the new factor $V$. It leaves $+\sum_i(\partial_iV)^2f/m_i$, so $[V,[K,V]]=\Phi$. With $P\tau^3=\beta\tau^2$,

$$\ln Z_P=\ln Z+\frac{\beta\tau^2}{24}\langle\Phi\rangle+O(\tau^4).\tag{2}$$

The ring polymer thus has too large a partition function and too low a free energy at this order.

The error can be cancelled in the action. Replace $V$ by $V+\tau^2\Phi/24$ in the bead weight. To first order this lowers $\ln Z_P$ by $\beta\tau^2\langle\Phi\rangle/24$, which removes the error in (2). The result is the Takahashi–Imada partition function $Z_{TI}$, with $\ln Z_{TI}=\ln Z+O(\tau^4)$. Because $\Phi$ depends on positions alone, the new weight is the old one times $e^{-W}$:

$$Z_{TI}=Z_P\langle e^{-W}\rangle_P,\qquad
\ln\langle e^{-W}\rangle_P=-\langle W\rangle_P+\tfrac12\mathrm{Var}\,W-\dots\tag{3}$$

The bead average of $\Phi$ tends to a functional of the continuous path with finite variance, and $W$ carries the prefactor $P^{-2}$. Hence $\mathrm{Var}\,W=O(P^{-4})$, the order already neglected in the action. Keeping the first cumulant gives (1).

## Second derivation: a kicked potential

Between beads the ring polymer moves freely, and at each bead it receives the whole factor $e^{-\tau V}$. So $Z_P$ is the partition function for a potential switched on in kicks along imaginary time $u$: $V$ is multiplied by $1+g(u)$, with

$$g(u)=\tau\sum_k\delta(u-k\tau)-1 .$$

Relative to the exact thermal state,

$$\frac{Z_P}{Z}=\Big\langle\mathcal T\exp\Big(-\int_0^\beta g(u)V(u)\,du\Big)\Big\rangle,\qquad V(u)=e^{uH}Ve^{-uH},$$

where $\mathcal T$ orders in imaginary time. The first-order term vanishes because $\langle V(u)\rangle$ is constant and $g$ integrates to zero. The second-order term is

$$J=\frac12\int_0^\beta\!\!\int_0^\beta g(u)g(u')\,C(u-u')\,du\,du',\qquad C(u)=\langle\mathcal T\,V(u)V(0)\rangle .$$

By the time ordering and the cyclicity of the trace, $C$ is even and has period $\beta$. Its slope at $0^+$ is $\langle[H,V]V\rangle$. Since $0=\langle[H,V^2]\rangle=\langle[H,V]V\rangle+\langle V[H,V]\rangle$, this slope is half the difference of the two terms:

$$C'(0^+)=-\tfrac12\langle[V,[K,V]]\rangle=-\tfrac12\langle\Phi\rangle .$$

Evenness makes the slope jump by $2C'(0^+)=-\langle\Phi\rangle$ at $u=0$. The mean squared force measures the kink of the potential's autocorrelation at equal imaginary times.

Let $G$ be the periodic sawtooth with $G'=g$: between kicks $G=\tau/2-(u-k\tau)$. Its mean is zero and the mean of $G^2$ is $\tau^2/12$. Integrating by parts in both times, and using $\partial_u\partial_{u'}C(u-u')=-C''(u-u')$,

$$J=-\frac12\iint G(u)G(u')C''(u-u')\,du\,du' .$$

The kink puts $-\langle\Phi\rangle\delta(u-u')$ into $C''$, which contributes

$$\frac12\langle\Phi\rangle\int_0^\beta G^2\,du=\frac12\langle\Phi\rangle\,\beta\,\frac{\tau^2}{12}=\frac{\beta\tau^2}{24}\langle\Phi\rangle .$$

The regular part of $C''$ is continuous. Two more integrations by parts replace each $G$ by its zero-mean antiderivative, of size $\tau^2$, so this part is $O(\tau^4)$.

Higher orders are counted in the same way. Each $g$ becomes a $G$ of size $\tau$, so fourth and higher orders are at most $O(\tau^4)$. No delta function arises from a single time derivative, because $V$ commutes with itself at equal times. At third order at least one $G$ is left whose time is not tied to another by a delta function. Integrating it by parts gains one more factor $\tau$, so third order is also $O(\tau^4)$. This reproduces (2).

To pass from (2) to (1), $\langle\Phi\rangle$ must be replaced by its ring-polymer average. Apply (2) to the potential $V+\lambda\Phi$ and differentiate at $\lambda=0$: the two averages differ by $O(\tau^2)$. Multiplied by $\beta\tau^2/24$, the difference is $O(\tau^4)$, and (1) follows.

## What each derivation assumes

Both derivations need a potential smooth enough for the commutators and their thermal averages to exist. A point-charge potential in three dimensions fails, whether attractive or repulsive: $F^2\sim r^{-4}$, the density at the origin is finite, and $\int r^{-4}r^2dr$ diverges there. Both also need $\tau$ to be small on the time scale of the stiffest motion.

The first derivation passes through an auxiliary action and needs the cumulants of $W$ in the sampled distribution. In return it shows what is dropped relative to full reweighting, namely $\tfrac12\mathrm{Var}\,W$ at leading order. At $P=64$ in the example below, the dropped part of $\ln Z$ is 0.994 of this value.

The second derivation needs neither the auxiliary action nor an expansion of $\langle e^{-W}\rangle_P$. It assumes that imaginary-time correlations are smooth apart from jumps at coincident times. It shows that (1) is a direct expansion about the true partition function, so the PPI value need not be less accurate than the fully reweighted one. It says nothing about the cost of reweighting.

The low-temperature harmonic oscillator makes this concrete. With $y=\tau\omega$, its ring-polymer free energy is $F_P=\tau^{-1}\operatorname{arsinh}(y/2)$. Differentiating with respect to $m\omega^2/2$ gives $\langle x^2\rangle_P=1/(2m\omega\sqrt{1+y^2/4})$. Adding $\langle W\rangle_P/\beta=\tau^2m\omega^4\langle x^2\rangle_P/24$,

$$\frac{F_{PPI}}{\omega/2}=\frac{2}{y}\operatorname{arsinh}\frac y2+\frac{y^2}{24\sqrt{1+y^2/4}}
=1-\frac{y^4}{1920}+\dots$$

The terms $\mp y^2/24$ cancel, and $3/640-1/192=-1/1920$. The fourth-order action instead replaces $\omega^2$ by $\omega^2(1+y^2/12)$ in $F_P$, and the same expansion gives $1-y^4/720$. Here the truncation contributes $+y^4/1152$, opposite in sign to the error of the action, and for small $y$ the PPI error is the smaller one. For $y\gg1$ the PPI ratio grows as $y/12$: with too few beads the correction overshoots without limit.

## Estimators

For $D$ degrees of freedom the bead weight $p$ is $\beta^{-DP/2}$ times an exponential of the springs and the potential. Its derivative at fixed $P$ is $\partial_\beta p=-\varepsilon p$, with

$$\varepsilon=\frac{DP}{2\beta}-\sum_{k,i}\frac{m_iP}{2\beta^2}(x_{k+1,i}-x_{k,i})^2+\frac1P\sum_kV(x_k).$$

Differentiating $\langle A\rangle_P=\int Ap/\int p$ gives $\partial_\beta\langle A\rangle_P=\langle\partial_\beta A\rangle_P-\mathrm{Cov}(A,\varepsilon)$. At fixed $P$, $W\propto\beta^3$, so $\partial_\beta W=3W/\beta$. Then $E=-\partial_\beta\ln Z$ with (1) yields

$$E_{PPI}=\langle\varepsilon\rangle_P+\frac{3\langle W\rangle_P}{\beta}-\mathrm{Cov}(W,\varepsilon).\tag{4}$$

For a function $O(x)$ of position, add $\lambda O$ to $V$ and use $\langle O\rangle=-\beta^{-1}\partial_\lambda\ln Z$ at $\lambda=0$. The bead weight responds with $-\beta\bar O$, where the bar is the bead mean. The forces in $W$ respond too, with $\partial_\lambda\Phi=2\sum_i\partial_iV\,\partial_iO/m_i$. Hence

$$\langle O\rangle_{PPI}=\langle\bar O\rangle_P-\mathrm{Cov}(W,\bar O)+\frac{\tau^2}{12}\Big\langle\frac1P\sum_{k,i}\frac{\partial_iV\,\partial_iO}{m_i}\Big\rangle_P.\tag{5}$$

The last term is of order $P^{-2}$, like the covariance. In general, omitting it forfeits the gain in order.

## Why the noise is no longer exponential

Full reweighting multiplies $p$ by $w=e^{-W}$, and its energy is $\langle w(\varepsilon+3W/\beta)\rangle_P/\langle w\rangle_P$. For $N$ independent identical degrees of freedom $W$ is a sum, so averages of $w$ and $w^2$ factorize:

$$\frac{\langle w^2\rangle_P}{\langle w\rangle_P^2}=q^N,\qquad
q=\frac{\langle e^{-2W_1}\rangle_P}{\langle e^{-W_1}\rangle_P^2}>1 .$$

The subscript 1 denotes one degree of freedom, and $q>1$ because $e^{-W_1}$ has a positive variance. The effective fraction of samples is $q^{-N}$. When $W_1$ fluctuates little, the second cumulant gives $\ln q\simeq\mathrm{Var}\,W_1\propto P^{-4}$. The proportionality to $P^{-4}$ also needs $\tau$ small on the time scale of the stiffest motion. In that limit a fixed fraction requires $P\propto N^{1/4}$; at fixed $P$ the loss is exponential in $N$. Interacting systems behave alike when the cumulants of $W$ are extensive.

In (4) no exponential is averaged. The means give an error per degree of freedom that falls as $(NM)^{-1/2}$ for $M$ independent samples. The covariance is the mean of the product $\delta W\,\delta\varepsilon$ of deviations. For large $N$ these are sums of many independent terms and become jointly Gaussian, so that $\langle\delta W^2\delta\varepsilon^2\rangle=\mathrm{Var}\,W\,\mathrm{Var}\,\varepsilon+2\,\mathrm{Cov}^2$. Subtracting the squared mean leaves a sampling variance $(\mathrm{Var}\,W\,\mathrm{Var}\,\varepsilon+\mathrm{Cov}^2)/M$. Each variance and covariance is proportional to $N$. After division of the energy by $N$, the standard error tends to

$$\sigma=\sqrt{\frac{\mathrm{Var}\,W_1\,\mathrm{Var}\,\varepsilon_1+\mathrm{Cov}(W_1,\varepsilon_1)^2}{M}} .\tag{6}$$

The noise does not vanish: it is constant per degree of freedom and grows as $N$ in the total energy. This is polynomial growth. The price is the truncation bias, which is additive over independent parts and so constant per degree of freedom.

## A stiff anharmonic mode

Take a particle of mass 1 u at 300 K in $V=18x^2-36x^3+42x^4$, in eV with $x$ in Å. The harmonic quantum is 0.388 eV, 15.0 times $k_BT$. Diagonalization on a grid gives $E=0.19220$ eV. The bead averages in this section come from products of the short-time kernel on a grid and carry no sampling noise.

At $P=16$ the plain energy is 0.17388 eV. With $\langle W\rangle_P=0.25094$ and $k_BT=0.025852$ eV, the second term of (4) is $3\times0.25094\times0.025852=0.01946$ eV. The covariance term is $-0.00131$ eV. The sum,

$$0.17388+0.01946-0.00131=0.19203\ \text{eV}\quad(0.007057\ \text{hartree}),$$

lies 0.00017 eV below the grid reference, against 0.0183 eV for the plain value. Numerical differentiation of the corrected $\ln Z$ gives the same energy.

The PPI errors at $P=4,8,16,32$ are $+0.0174$, $+0.0005$, $-0.0002$ and $-0.00002$ eV. At $P=4$, where $\tau\omega\approx3.8$, the correction overshoots. The sign changes between 8 and 16 beads, so the small error at $P=8$ owes something to a nearby zero and should not be used to extrapolate. Between $P=128$ and 256 the measured order is 3.98 for the PPI energy and 2.00 for the plain one.

For $\langle x^2\rangle$ at $P=16$ the plain value is 0.00524 Å$^2$ and the reference 0.00578 Å$^2$. The covariance alone moves the estimate the wrong way, to 0.00507 Å$^2$; the last term of (5) brings it to 0.00577 Å$^2$. Without that term the measured order stays at 2.00; with it, the order is 3.99.

## Many copies of the mode

At $P=8$, $\ln q=0.125$. This is well below $\mathrm{Var}\,W_1=0.260$, so the weak-fluctuation estimate of $\ln q$ is not yet accurate. The predicted effective fraction is 0.88 for one copy, 0.135 for 16 and $1.2\times10^{-14}$ for 256. Directly drawn ring polymers give 0.88 and 0.139 for the first two.

Forty runs of 200 independent samples were analysed in both ways. Each method is measured against its own noise-free value, which separates statistical failure from truncation bias. The root-mean-square errors per copy are:

- $N=1$: PPI 0.0037 eV, reweighting 0.0032 eV.
- $N=16$: PPI 0.0017 eV, reweighting 0.0030 eV.
- $N=256$: PPI 0.0013 eV, reweighting 0.0111 eV.

With forty runs a scatter-dominated rms value is uncertain by about 11%, so the second digit is not significant. For one copy the two errors are similar. For 256 copies the PPI error is close to the 0.0012 eV predicted by (6), while reweighting has on average 1.9 effective samples left out of 200. That count cannot fall below one, so it conceals how small the true fraction is. The reweighting error is almost entirely a common shift of about $+0.011$ eV (uncertain by a few $10^{-4}$ eV, and specific to 200 samples per run), so the scatter between runs would not reveal it.

The noise-free reweighted energy at $P=8$ is 0.1823 eV, which is 0.0099 eV below the reference, whereas the PPI value is 0.0005 eV above it. The truncation therefore contributes about $+0.010$ eV and nearly cancels the error of the fourth-order action, with the same signs as in the harmonic result. The failed reweighting for 256 copies, shifted by $+0.0110$ eV, also lands near the reference, at 0.1933 eV. This agreement is accidental: with enough samples the estimate would move away to 0.1823 eV.

For hundreds of copies at $\tau\omega\approx1.9$, these results favour (4) over reweighting. When $N\ln q\ll1$, the weights are nearly equal and reweighting loses few effective samples. A second bead number is still needed to check the truncation bias. The remaining values are in the numerical output.

## Table of computed values

```
mass = 1.0 u, temperature = 300 K
potential: c2 = 18.0 eV/A^2, c3 = 36.0 eV/A^3, c4 = 42.0 eV/A^4
kT = 0.025852 eV
harmonic quantum = 0.38792 eV, ratio to kT = 15.006
exact energy = 0.192199 eV = 0.00706318 hartree
exact free energy = 0.192199 eV
exact <x^2> = 0.0057806 A^2
P=4: E plain = 0.091516 eV, E PPI = 0.209570 eV
P=4: F plain = 0.142592 eV, F PPI = 0.195667 eV
P=4: errors of E: plain -0.100683 eV, PPI 0.017371 eV
P=8: E plain = 0.140774 eV, E PPI = 0.192722 eV
P=8: F plain = 0.171520 eV, F PPI = 0.192141 eV
P=8: errors of E: plain -0.051425 eV, PPI 0.000523 eV
P=16: E plain = 0.173878 eV, E PPI = 0.192029 eV
P=16: F plain = 0.185665 eV, F PPI = 0.192153 eV
P=16: errors of E: plain -0.018321 eV, PPI -0.000170 eV
P=32: E plain = 0.186995 eV, E PPI = 0.192177 eV
P=32: F plain = 0.190430 eV, F PPI = 0.192194 eV
P=32: errors of E: plain -0.005204 eV, PPI -0.000022 eV
P=16: E PPI = 0.00705692 hartree
P=16: <W> = 0.250943, Var W = 0.019327 (no unit)
P=16: 3<W>/beta = 0.019462 eV
P=16: -Cov(W,eps) = -0.001311 eV
P=16: E by beta derivative = 0.192029 eV
P=16: <x^2> plain = 0.0052434 A^2
P=16: <x^2> without source term = 0.0050715 A^2
P=16: <x^2> PPI = 0.0057734 A^2
orders in 1/P from P=128 and 256 (no unit):
  F plain 1.998, F PPI 3.987
  E plain 1.996, E PPI 3.982
  <x^2> plain 1.997, without source 1.998, PPI 3.987
  Var W 4.000
P=64: dropped part of ln Z over Var W/2 = 0.9938
P=8: <W> = 0.79765, Var W = 0.26021
P=8: fully reweighted energy, noise-free = 0.182269 eV
P=8: ln q = 0.12532, q = 1.13351 (no unit)
N=1: predicted sample fraction q^-N = 8.822e-01
N=16: predicted sample fraction q^-N = 1.346e-01
N=256: predicted sample fraction q^-N = 1.166e-14
sampled fraction: N=1 0.8823, N=16 0.1392
runs = 40, samples per run = 200
N=1: rms error per copy: PPI 0.00368 eV, reweighted 0.00315 eV
N=1: reweighted mean error 0.00007 eV, effective samples 176.9
N=16: rms error per copy: PPI 0.00170 eV, reweighted 0.00295 eV
N=16: reweighted mean error 0.00056 eV, effective samples 34.3
N=256: rms error per copy: PPI 0.00126 eV, reweighted 0.01112 eV
N=256: reweighted mean error 0.01102 eV, effective samples 1.9
predicted large-N PPI noise per copy = 0.00120 eV
```
